\section*{Threshold Voltage of a MOS Structure with an Undoped Surface Layer}

\section{What goes wrong without the result}

Take a p-type silicon surface with $10^{18}$ acceptors per cm$^3$ under 3 nm of oxide, and leave the first 20 nm undoped. In the depletion model, with threshold taken at a fixed surface potential, the formula for uniform doping then puts the threshold voltage about 205 mV too high. Subtracting the charge of the missing acceptors, with the depletion edge left in place, predicts a fall of 278 mV, which is 74 mV too much. The edge moves deeper when the surface layer is emptied of dopants, and part of the lost charge is regained there. The theorem below gives both effects.

\section{Assumptions and statement}

Let $x$ be the depth below the oxide. The acceptor density is zero for $0<x<x_s$ and $N$ for $x>x_s$. The potential $\phi(x)$ is measured from the neutral doped bulk, $\phi(0)=\psi>0$, and $q>0$ is the elementary charge. The semiconductor permittivity is $\epsilon$, and $C_{ox}$ is the oxide capacitance per area. The problem is one-dimensional, the gate is a metal, and the acceptors in the depleted region are fully ionized. In the depletion approximation mobile charge is ignored between the surface and an edge $W$, beyond which the semiconductor is neutral.

Threshold is first defined by $\psi=2\phi_B$, with $\phi_B=\vartheta\ln(N/n_i)$, $\vartheta=k_BT/q$ and $n_i$ the intrinsic density. The bulk electron density is $n_i^2/N$, so at this potential the surface density is
\begin{equation}
\frac{n_i^2}{N}e^{2\phi_B/\vartheta}=\frac{n_i^2}{N}\frac{N^2}{n_i^2}=N .
\end{equation}
The doped bulk fixes the Fermi level, so $N$ enters here although the surface itself is undoped.

\paragraph{Theorem.} Under these assumptions
\begin{align}
W&=\sqrt{x_s^2+\frac{2\epsilon\psi}{qN}}, \label{W}\\
V_{th}&=V_{FB}+\psi+\frac{qN(W-x_s)}{C_{ox}},\qquad \psi=2\phi_B. \label{V}
\end{align}
Let $W_0=\sqrt{2\epsilon\psi/(qN)}$ be the depth for uniform doping. With $N$, oxide, gate, fixed charge and temperature held equal, the threshold lies below that of uniform doping by
\begin{equation}
D=\frac{qN}{C_{ox}}\,(x_s+W_0-W)>0 . \label{D}
\end{equation}

Here $V_{FB}$ is the work-function difference between gate and doped bulk, plus the oxide-charge term. It is the same for both structures. In the layered one the bands are not flat at $V_{FB}$: $\phi=0$ everywhere would mean a hole density $N$ in a layer without acceptors, hence a net charge, which contradicts Poisson's equation.

\section{Two lemmas and the proof}

\paragraph{Lemma 1 (depletion edge).} Equation (\ref{W}) holds, and $W>x_s$.

\emph{Proof.} If the edge lay at or above $x_s$, the depleted region would hold no charge. The field would vanish everywhere and $\psi$ would be zero, against the assumption. So $W>x_s$. Poisson's equation reads
\begin{equation}
\phi''=0\quad(0<x<x_s),\qquad \phi''=\frac{qN}{\epsilon}\quad(x_s<x<W),
\end{equation}
the second sign being positive because ionized acceptors are negative. The field $-\phi'$ vanishes at $W$. Integrating from $W$ toward the surface gives
\begin{equation}
-\phi'(x)=\frac{qN}{\epsilon}(W-x)\quad(x_s<x<W).
\end{equation}
The field is continuous at $x_s$, since there is no sheet charge, and constant above it:
\begin{equation}
F\equiv-\phi'(0)=\frac{qN}{\epsilon}(W-x_s). \label{F}
\end{equation}
The surface potential is the integral of the field, a rectangle plus a triangle:
\begin{align}
\psi&=Fx_s+\frac{qN}{2\epsilon}(W-x_s)^2\nonumber\\
&=\frac{qN}{2\epsilon}(W-x_s)\left[2x_s+W-x_s\right]
=\frac{qN}{2\epsilon}(W^2-x_s^2). \label{psi}
\end{align}
Solving for $W^2$ and taking the positive root gives (\ref{W}). $\square$

The same result follows for any profile $N(x)$ by exchanging the order of integration:
\begin{equation}
\psi=\frac{q}{\epsilon}\int_0^W\!dx\int_x^W\!N(y)\,dy
=\frac{q}{\epsilon}\int_0^W yN(y)\,dy . \label{moment}
\end{equation}
Each acceptor contributes to the band bending in proportion to its depth. Acceptors near the surface contribute little bending but a full unit of charge, so removing them costs much charge for a small movement of the edge.

\paragraph{Lemma 2 (oxide voltage).} The gate voltage is $V_G=V_{FB}+\psi+Q/C_{ox}$, with $Q=qN(W-x_s)$ the magnitude of the depletion charge per area.

\emph{Proof.} By Gauss's law the displacement at the semiconductor surface is $\epsilon F$, which equals $Q$ by (\ref{F}). Apart from the oxide charge already counted in $V_{FB}$, the displacement is continuous into the oxide, and the voltage across the oxide is $\epsilon F/C_{ox}=Q/C_{ox}$. Adding the bending $\psi$ gives the result. $\square$

\emph{Proof of the theorem.} Setting $\psi=2\phi_B$ in Lemma 2 gives (\ref{V}). For uniform doping $x_s=0$ and $Q_0=qNW_0$. The terms $V_{FB}$ and $\psi$ cancel in the difference, leaving
\begin{equation}
D=\frac{Q_0-Q}{C_{ox}}=\frac{qN}{C_{ox}}\left[W_0-(W-x_s)\right],
\end{equation}
which is (\ref{D}). For its sign, compare squares:
\begin{equation}
(x_s+W_0)^2=x_s^2+W_0^2+2x_sW_0=W^2+2x_sW_0>W^2 .
\end{equation}
Both $x_s+W_0$ and $W$ are positive, so $x_s+W_0>W$. $\square$

\section{The numbers}

Rough silicon values are used: $N=10^{18}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, $T=300$ K, relative permittivities 11.7 and 3.9, $x_s=20$ nm and 3 nm of oxide. Then $\psi=0.952$ V and $C_{ox}=1.151$ $\mu$F/cm$^2$. The uniform depth is $W_0=35.09$ nm, so
\begin{equation}
W=\sqrt{20^2+35.09^2}\ \text{nm}=40.39\ \text{nm}.
\end{equation}
The charged width falls from 35.09 to 20.39 nm, and the charge from 0.562 to 0.327 $\mu$C/cm$^2$. Dividing by $C_{ox}$ gives oxide voltages of 0.4885 and 0.2839 V. Hence $V_{th}-V_{FB}$ is 1.441 V for uniform doping and 1.236 V with the layer, and $D=205$ mV.

One nanometre of doped silicon carries 0.01602 $\mu$C/cm$^2$, or 13.9 mV across this oxide. The 20 nm removed are worth 278 mV; the 5.30 nm gained at the edge return 74 mV.

\section{Corollaries: limits, slope and equal depth}

\paragraph{Layer thickness.} At fixed $\psi$, $dW/dx_s=x_s/W$, so
\begin{equation}
\frac{dD}{dx_s}=\frac{qN}{C_{ox}}\left(1-\frac{x_s}{W}\right)>0 .
\end{equation}
A thicker layer lowers the threshold further, at a falling rate. For $x_s\ll W_0$, expanding $W=W_0\sqrt{1+x_s^2/W_0^2}\approx W_0+x_s^2/(2W_0)$ gives
\begin{equation}
D\approx\frac{qN}{C_{ox}}\left(x_s-\frac{x_s^2}{2W_0}\right).
\end{equation}
For $x_s\gg W_0$, use
\begin{equation}
W-x_s=\frac{W^2-x_s^2}{W+x_s}=\frac{W_0^2}{W+x_s}\to\frac{W_0^2}{2x_s}.
\end{equation}
In the depletion model the charge then tends to zero and $D$ to $qNW_0/C_{ox}$, here 488 mV. Mobile electrons keep this limit from being reached at $\psi=2\phi_B$: their own charge sustains a surface field of about $\sqrt{2qN\vartheta/\epsilon}$, worth 80 mV across the oxide, so the reduction levels off near 408 mV.

\paragraph{Gate control.} Differentiating (\ref{W}) gives $dW/d\psi=\epsilon/(qNW)$, hence $dQ/d\psi=\epsilon/W$ and
\begin{equation}
m\equiv\frac{dV_G}{d\psi}=1+\frac{\epsilon}{WC_{ox}},\qquad
\frac{dD}{d\psi}=\frac{\epsilon}{C_{ox}}\left(\frac1{W_0}-\frac1W\right)=m_0-m,
\end{equation}
where $m_0$ belongs to uniform doping. Here $m_0=1.256$ and $m=1.223$: while electrons are few, the deeper edge also lets the gate move the surface potential slightly more effectively. In the depletion model the slope $dD/d\psi=0.034$ means that a modest change of $\psi$ common to both structures hardly affects $D$. Mobile electrons limit both statements: near $\psi=2\phi_B$ they raise both slopes $dV_G/d\psi$, and more so in the layered structure, where the surface field is weaker. At $2\phi_B$ itself the slopes are about 1.5 for uniform doping and 1.6 with the layer, so the order is reversed.

\paragraph{Equal depletion depth.} Suppose the doping below the layer is raised to $N'$ so that the edge stays at $W_0>x_s$, with $\psi$ held fixed. Equation (\ref{psi}) gives $qN'=2\epsilon\psi/(W_0^2-x_s^2)$, and the charge is
\begin{equation}
Q'=qN'(W_0-x_s)=\frac{2\epsilon\psi}{W_0+x_s}<\frac{2\epsilon\psi}{W_0}=Q_0 .
\end{equation}
In the example $N'=1.48\times10^{18}$ cm$^{-3}$ and $Q'=0.358$ $\mu$C/cm$^2$, still well below 0.562. This compares charges at fixed $\psi$. A comparison of thresholds must also let $\phi_B$ and $V_{FB}$ change with $N'$; the change in $\phi_B$ is $\vartheta\ln(N'/N)$, about 10 mV here.

\section{Mobile carriers and the limits of the depletion model}

\paragraph{Lemma 3 (holes).} With Boltzmann holes included and electrons ignored, the surface field obeys
\begin{equation}
F^2=\frac{2qN}{\epsilon}\left[\phi(x_s)-\vartheta+\vartheta e^{-\psi/\vartheta}\right]. \label{first}
\end{equation}

\emph{Proof.} The hole density is $Ne^{-\phi/\vartheta}$ on both sides of $x_s$. In the doped part $\phi''=(qN/\epsilon)(1-e^{-\phi/\vartheta})$. Multiplying by $\phi'$ and integrating from the bulk, where $\phi=\phi'=0$, gives
\begin{equation}
\tfrac12\phi'(x_s)^2=\frac{qN}{\epsilon}\left[\phi(x_s)-\vartheta+\vartheta e^{-\phi(x_s)/\vartheta}\right].
\end{equation}
In the layer $\phi''=-(qN/\epsilon)e^{-\phi/\vartheta}$, and the same step from $x_s$ to the surface gives
\begin{equation}
\tfrac12F^2-\tfrac12\phi'(x_s)^2=-\frac{qN\vartheta}{\epsilon}\left[e^{-\phi(x_s)/\vartheta}-e^{-\psi/\vartheta}\right].
\end{equation}
Adding the two cancels the exponentials in $\phi(x_s)$. $\square$

If $\phi(x_s)\gg\vartheta$, few holes enter the layer and the field there is nearly constant, so $\psi=\phi(x_s)+Fx_s$. Dropping the last term of (\ref{first}) gives
\begin{equation}
\psi-\vartheta=Fx_s+\frac{\epsilon F^2}{2qN}.
\end{equation}
This is (\ref{psi}) with $\psi$ replaced by $\psi-\vartheta$, once $F$ is written as $qNw/\epsilon$ with $w$ the charged width. The correction lowers the oxide voltage by about $(m_0-1)\vartheta=6.6$ mV for uniform doping and $(m-1)\vartheta=5.8$ mV with the layer, so $D$ falls by only 0.9 mV. A numerical solution of Poisson's equation with holes agrees:

\begin{center}
\begin{tabular}{cccc}
$x_s$ (nm) & $W$ (nm) & $D$, (\ref{D}) (mV) & $D$, with holes (mV)\\
5 & 35.45 & 64.7 & 64.6\\
10 & 36.49 & 119.7 & 119.5\\
20 & 40.39 & 204.6 & 203.7\\
30 & 46.17 & 263.4 & 261.8\\
40 & 53.21 & 304.6 & 302.3
\end{tabular}
\end{center}

The condition on $\phi(x_s)$ limits the layer thickness. From the triangle in (\ref{psi}),
\begin{equation}
\phi(x_s)=\psi\left(\frac{W-x_s}{W_0}\right)^2=\psi\left(\frac{W_0}{W+x_s}\right)^2 .
\end{equation}
At 20 nm this is 0.322 V, or 12.4 $\vartheta$. For a very thick layer this expression falls to the order of $\vartheta$ and below, and a sharp edge no longer describes the holes.

\paragraph{Electrons.} Near the surface the electron density is $Ne^{(\phi-2\phi_B)/\vartheta}$. Its negative charge adds $\vartheta e^{(\psi-2\phi_B)/\vartheta}$ to the bracket of (\ref{first}), up to exponentially small terms. At $\psi=2\phi_B$ this is $+\vartheta$. For uniform doping, where $\phi(x_s)$ is $\psi$ itself, it cancels the hole correction, and the full solution indeed stays at 1.4409 V. With the layer, the electrons raise $F^2$ by $2qN\vartheta/\epsilon$, so to first order the oxide voltage rises by
\begin{equation}
\frac{\epsilon\,\delta F}{C_{ox}}\approx\frac{qN\vartheta}{FC_{ox}}=\frac{\epsilon\vartheta}{C_{ox}(W-x_s)}\approx11\ \text{mV}.
\end{equation}
Less the 5.8 mV from holes, this leaves a rise of between 5 and 6 mV, in agreement with the computed rise from 1.2363 to 1.2417 V. The reduction at fixed $\psi$ is then 199 mV. But the two structures now hold different numbers of electrons, which calls for a second criterion.

\section{Threshold at equal electron density per area}

\paragraph{Proposition.} In weak inversion, the layered structure reaches a given electron sheet density at a surface potential lower by about $\vartheta\ln(F_0/F)$, where $F_0=qNW_0/\epsilon$.

\emph{Proof.} Over the thin electron layer take $\phi\approx\psi-Fx$. Then
\begin{equation}
n_s\approx Ne^{(\psi-2\phi_B)/\vartheta}\int_0^\infty e^{-Fx/\vartheta}dx
=\frac{N\vartheta}{F}e^{(\psi-2\phi_B)/\vartheta}.
\end{equation}
Setting $n_s$ equal in the two structures gives $\psi_{lay}-\psi_{uni}=\vartheta\ln(F/F_0)$, negative since $F<F_0$. The fields are evaluated at $2\phi_B$, as they vary slowly compared with the exponential. $\square$

The weaker field lets the electrons spread deeper, so fewer are needed at the surface. The threshold therefore falls by about
\begin{equation}
D_n\approx D+m\,\vartheta\ln\frac{F_0}{F}.
\end{equation}
With $F_0=0.543$ and $F=0.315$ MV/cm, the logarithmic term is 14.0 mV and $D_n\approx204.6+1.223\times14.0\approx222$ mV. The numerical solution with both carriers, at $n_s=10^{10}$ cm$^{-2}$, gives surface potentials of 0.911 and 0.896 V and a reduction of 220 mV. Halving its mesh step from 0.10 to 0.05 nm changes the reduction at $\psi=2\phi_B$ by less than 0.01 mV.

\section{Comparison with real transistors}

The example lies in the rough regime of an n-channel silicon transistor with a retrograde channel, but a completely undoped layer with an abrupt edge is an idealization. If the doping rises linearly over a width $g\le2x_s$ centred on $x_s$, the moment (\ref{moment}) changes $W^2$ to $x_s^2+W_0^2+g^2/12$, provided the edge lies beyond the graded part; the charge remains $qN(W-x_s)$. For $g=10$ nm the threshold rises by 1.4 mV. A residual $10^{16}$ cm$^{-3}$ in the layer raises it by 2.1 mV. At 400 K, with the gap held fixed, (\ref{D}) gives 202 mV; mobile holes and the narrowing of the gap with temperature together lower this by 2 to 3 mV, and with electrons included as well the reduction at $\psi=2\phi_B$ is about 192 mV. Treating the acceptors as isolated levels at 45 meV leaves 63\% ionized in the neutral bulk and lowers $\phi_B$ by 12 mV for a valence-band density of states of $2.5\times10^{19}$ cm$^{-3}$ (58 to 67\% and 14 to 10 mV for 1.8 to $3.1\times10^{19}$ cm$^{-3}$); through $dD/d\psi$ this changes $D$ by about 1 mV. Hole degeneracy shifts $\phi_B$ by 0.4 mV. One $n_i$ has been used for doped and undoped silicon alike. Doping at $10^{18}$ cm$^{-3}$ narrows the gap of the doped part only, which favours electrons at a doped surface. If the narrowing is 10 to 42 meV, half of it in the conduction band and unchanged by depletion, the equal-density reduction falls from 220 mV to between 213 and 192 mV; its actual size in a depleted region is not determined here.

The largest neglected effect sized here is quantum confinement of the electrons. An estimate for a (100) surface, with silicon's two valley ladders in a triangular well with a hard wall at the oxide (masses 0.916 and 0.19 electron masses along the normal), raises the threshold by 102 mV for uniform doping and 64 mV with the layer, where the field is weaker. The equal-density reduction grows from 220 to about 257 mV. This is a first-order estimate with a constant field; solving the Schr\"odinger equation in the depletion potential gives 101, 65 and 256 mV. A finite oxide barrier of 3.1 eV lowers these to about 90, 57 and 254 mV, and the different masses of (110) and (111) surfaces raise the reduction to about 270 mV. The oxide fields, 1.6 and 0.95 MV/cm, are well below the roughly 10 MV/cm at which good oxide breaks down, and at threshold the band bending is 0.17 eV short of the gap for $\psi=2\phi_B$, and about 0.13 eV short for uniform doping at $n_s=10^{10}$ cm$^{-2}$ once confinement is included, so without drain bias there is no window for band-to-band tunnelling at that point. In strong inversion this margin shrinks. Short gates, where source and drain share the depletion charge, and random dopant placement break the one-dimensional model; their effect is not estimated here. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough silicon MOS values)
N = 1.0e+18 cm^-3; ni = 1.0e+10 cm^-3; T = 300 K
xs = 20 nm; oxide = 3 nm; eps_r = 11.7 and 3.9
kT/q = 25.85 mV; phiB = 0.4762 V; psi = 0.9524 V
Cox = 1.1510 uF/cm2
DEPLETION MODEL (uniform; layered)
depth W0; W = 35.09; 40.39 nm
charged width = 35.09; 20.39 nm
width regained W-W0 = 5.30 nm
depletion charge = 0.5623; 0.3267 uC/cm2
surface field = 0.543; 0.315 MV/cm
oxide voltage = 0.4885; 0.2839 V
VT-VFB = 1.4409; 1.2363 V
threshold reduction D = 204.6 mV
body factor = 1.2564; 1.2228
dD/dpsi = 0.0336 V/V
psi(xs) = 0.3216 V = 12.4 kT/q
SCAN: xs (nm), W (nm), D formula (mV), D with mobile holes (mV)
5, 35.45, 64.7, 64.6
10, 36.49, 119.7, 119.5
20, 40.39, 204.6, 203.7
30, 46.17, 263.4, 261.8
40, 53.21, 304.6, 302.3
thick-layer limit of D = 488.5 mV
EQUAL DEPTH W0 AT FIXED psi
required N = 1.481e+18 cm^-3
layered depletion charge = 0.3582 uC/cm2
FULL CLASSICAL CARRIER STATISTICS (uniform; layered)
VT-VFB at 2 phiB = 1.4409; 1.2417 V
reduction = 199.2 mV
mesh shift, 0.10 to 0.05 nm = -0.007 mV
electron sheet criterion = 1.0e+10 cm^-2
surface potential at criterion = 0.9107; 0.8963 V
surface potential gain, formula = 14.0 mV
equal-sheet reduction, solver = 220.0 mV
equal-sheet reduction, estimate = 221.8 mV
NEGLECTED EFFECTS
confinement raises VT by 102; 64 mV
equal-sheet D with confinement = 257 mV
hole degeneracy shift of phiB = 0.36 mV
ionized fraction, 45 meV isolated acceptor = 0.63
corresponding phiB shift = -11.8 mV
10 nm graded edge: VT shift = 1.43 mV
1e16 cm^-3 in layer: VT shift = 2.09 mV
at 400 K: psi = 0.8668 V; D = 201.6 mV
oxide field = 1.63; 0.95 MV/cm
oxide WKB transmission, uniform = 5.4e-15
gap minus band bending = 0.168 eV (gap 1.12 eV)
\end{verbatim}
